# Fluence Needed to Coat a Cavity Behind a Narrow Neck

Let a cavity have internal wall area $A$ and be connected to the outside gas by a straight cylindrical neck of radius $r$, length $L$ and open area $a=\pi r^2$. The outside gas strikes the neck entrance at the rate $J$ per unit area, and the fluence $F=\int J\,dt$ is the number of molecules that have struck unit area of the entrance during the dose. The wall takes up $N$ molecules per unit area at saturation. The coverage $\theta$ is the fraction of this uptake already completed, averaged over the cavity wall. The transmission probability $W$ is the chance that a molecule entering one end of the neck, with the cosine distribution of directions that an isotropic gas supplies, leaves by the other end.

Three assumptions hold throughout. Molecules collide with walls but not with each other. A molecule that does not react leaves the wall with the cosine law, without memory of its incoming direction. The reaction is irreversible and self-limiting, as in one half-cycle of atomic layer deposition, and the geometry does not change during a single dose. The neck is taken to be saturated already, so that it scatters molecules without consuming them; the cost of starting with a bare neck is bounded later.

The central result needs only counting. During a dose, $Fa$ molecules enter the neck from outside, and $FaW$ of them reach the cavity. Let $\eta$ be the probability that a molecule reaching the cavity is eventually captured there, rather than finding its way back out. For a small increase of fluence,

$$NA\,d\theta=aW\eta\,dF. \tag{1}$$

Since $\eta\le1$, integration from a bare wall gives

$$F(\theta)\ge\frac{NA\theta}{aW}. \tag{2}$$

This lower bound holds for any cavity shape and any order in which its parts fill. In the capture-dominated limit nearly every molecule that reaches the cavity is captured, $\eta\to1$, and the bound becomes the required fluence. Setting $\theta=1$ gives

$$F_c=\frac{NA}{\pi r^2W}. \tag{3}$$

The last step needs care. As the wall fills, a molecule must make more and more collisions before it finds a free site, and its chance of escape grows. A large area $A$ delays this but does not prevent it. To see when (3) can be used, $\eta$ must be calculated.

Take Langmuir kinetics: a molecule striking the wall reacts with probability $c=\beta(1-\theta)$, where $\beta$ is the sticking probability on a bare wall. Let the cavity be a sphere of radius $R$, with a cap removed where the neck joins. A sphere has a property that makes the calculation short. A chord of length $s$ makes the same angle $\vartheta$ with the surface normal at both ends, and $s=2R\cos\vartheta$. The cosine law gives the probability $\cos\vartheta\,d\Omega/\pi$ of leaving into the solid angle $d\Omega$, and a wall element $dA'$ fills the solid angle $d\Omega=\cos\vartheta\,dA'/s^2$. The probability of landing on that element is therefore

$$dP=\frac{\cos^2\vartheta\,dA'}{\pi s^2}=\frac{dA'}{4\pi R^2}. \tag{4}$$

It does not depend on where the flight began. One diffuse flight spreads molecules uniformly over the sphere.

A flight that would have landed on the missing cap passes through the mouth instead. If the cap has height $h$, its area is $2\pi Rh$, so the probability of this is $m=2\pi Rh/(4\pi R^2)=h/(2R)$. The remaining wall has area $A=2\pi R(2R-h)$. The rim of the mouth lies on the sphere, so $r^2=R^2-(R-h)^2=h(2R-h)$ and $a=\pi h(2R-h)$. Dividing,

$$\frac aA=\frac{h}{2R}=m. \tag{5}$$

The chance per flight of reaching the mouth is thus $a/A$, with no small-mouth approximation.

Now follow a molecule that has just arrived at the cavity wall. It is captured at once with probability $c$. Otherwise it flies again. With probability $1-m$ it lands on the wall, where its prospects are the same as before. With probability $m$ it enters the neck, from which it escapes with probability $W$ and returns with probability $1-W$. A returning molecule must land on the wall first, because a ray entering the sphere through the flat mouth cannot strike the missing cap. Hence

$$\eta=c+(1-c)\left[(1-m)+m(1-W)\right]\eta
=c+(1-c)(1-mW)\eta. \tag{6}$$

Moving the last term to the left leaves the factor $1-(1-c)(1-mW)=c+mW(1-c)$, so

$$\eta=\frac{c}{c+mW(1-c)}. \tag{7}$$

This step treats the cavity as well mixed: the coverage is uniform, and molecules reach the mouth with the cosine distribution. The sphere provides the mixing apart from one effect. Molecules leaving a neck are concentrated towards its axis, so their first landing favours the wall opposite the mouth, strongly so for a long neck. This matters little when sticking is weak, because most molecules then make many further flights before capture.

Insert (7) into (1), using $m=a/A$:

$$\frac{dF}{d\theta}=\frac{NA}{aW}\,\frac{c+mW(1-c)}{c}
=N\left[\frac{A}{aW}+\frac{1}{\beta(1-\theta)}-1\right]. \tag{8}$$

The integral of $1/(1-\theta)$ from zero is $\ln[1/(1-\theta)]$. Therefore

$$F(\theta)=N\left[\frac{A\theta}{aW}+\frac1\beta\ln\frac1{1-\theta}-\theta\right]. \tag{9}$$

The first term is the cost of delivering molecules through the neck. The other two are the cost of molecules that enter and escape again. Together they are not negative, because $\ln[1/(1-\theta)]\ge\theta$ and $\beta\le1$, in agreement with (2). The logarithm diverges as $\theta\to1$: in this rate law full coverage takes infinite fluence, and a dose must be specified by a target below one. Relative to the capture limit at the same target, the excess is

$$\frac{F(\theta)}{NA\theta/(aW)}-1
=\frac{aW}{A}\left[\frac{1}{\beta\theta}\ln\frac1{1-\theta}-1\right]. \tag{10}$$

The capture limit is accurate when

$$K\equiv\frac{\beta A}{aW}\gg\frac1\theta\ln\frac1{1-\theta}. \tag{11}$$

This condition is sufficient. It is also needed unless $\beta$ is near one and the target $\theta$ is small, where the two terms in the bracket of (10) nearly cancel. For the high targets of deposition it is the useful meaning of "large cavity". The condition $A\gg a$ alone is not enough if sticking is weak.

Two other limits help to read (9). If $\beta$ is so small that the logarithm dominates, then $F\simeq(N/\beta)\ln[1/(1-\theta)]$. The neck no longer matters, because molecules enter and leave many times faster than they react and the cavity sees nearly the outside flux. If instead $A=a$ and $W=1$, the first and last terms cancel and the same logarithm remains. It is the law for an open flat surface, which follows directly from $N\,d\theta=\beta(1-\theta)\,dF$.

Equation (9) was compared with simulated doses in which molecules were traced in three dimensions through a saturated neck into an initially bare sphere, with the coverage recorded locally in bands around the axis. Each dose ended at mean coverage 0.9. For $L/r=1$, $R/r=8$ and $\beta=1$, the simulated value of $F/N$ was 344.7, against 341.5 from the capture limit and 342.9 from (9). For $L/r=1$, $R/r=3$ and $\beta=0.2$, it was 57.11; the full formula gives 57.45 and the capture limit only 46.84. For an opening without a neck, $R/r=1.25$ and $\beta=0.8$, it was 6.430, against 6.478 from (9) and 7.378 if the final $-\theta$ is dropped. The remaining gaps to (9), below 1% in each case, are of the size expected from counting noise and finite dosing batches. All three terms enter each case, but the first mainly tests the delivery term, the second shows the need for the logarithm, and the third shows the need for the subtraction.

It remains to find $W$. The sphere property helps again. Consider two equal coaxial discs of radius $r$ a distance $z$ apart. Their rims lie on a common sphere of radius $R_s=\sqrt{r^2+z^2/4}$, and behind each disc is a cap of height $h_s=R_s-z/2$. Let the first cap emit one molecule per unit area with the cosine law. The flux crossing the first disc is then also one per unit area with the cosine distribution, since every such ray traced backwards meets the cap. The total crossing it is $\pi r^2$. By (4), the number reaching the second cap, and hence crossing both discs, is $(2\pi R_sh_s)^2/(4\pi R_s^2)=\pi h_s^2$. The probability that a molecule entering through one disc flies directly through the other is therefore

$$D(z)=\frac{h_s^2}{r^2}
=\frac{\left(\sqrt{r^2+z^2/4}-z/2\right)^2}{r^2}. \tag{12}$$

In the neck, a molecule that passes the plane at $z$ but not the plane at $z+dz$ has struck the wall between them. The probability of this is $-D'(z)\,dz$. The exchange between two diffuse surface elements, $\cos\vartheta\cos\vartheta'\,dA\,dA'/(\pi s^2)$, is symmetric. If $p(z)$ is the chance that a molecule leaving the wall flies directly through a cross-section at distance $z$, symmetry requires $2\pi r\,dz\,p(z)=\pi r^2[-D'(z)]\,dz$, so $p(z)=-rD'(z)/2$. The density for flying from wall to wall over an axial distance $z$ is the loss of $p$ per unit length, $-p'(z)=rD''(z)/2$.

Let $w(x)$ be the probability that a molecule leaving the saturated neck wall at distance $x$ from the entrance eventually leaves at the far end. It either gets there directly or first lands elsewhere on the wall:

$$w(x)=-\frac r2D'(L-x)+\int_0^L\frac r2D''(|x-y|)\,w(y)\,dy. \tag{13}$$

A molecule entering the neck either crosses without touching the wall or starts this process at its first impact, so

$$W=D(L)-\int_0^LD'(y)\,w(y)\,dy. \tag{14}$$

For $L/r=4$, numerical solution gives $W=0.3567$, and ray tracing gives 0.3564. The quadrature error in the computed $W$ grows with neck length: it is about 0.0001 at $L/r=4$ and 0.0002 at $L/r=5.5$, the longest neck used below, too small to affect the conclusions.

For a long neck the result can be found by hand. The wall-to-wall density is even in the displacement and normalized, so far from the ends the flux striking the wall falls linearly. To leading order in $r/L$ it is $J(1-x/L)$ when nothing returns from the far end. Through a cross-section far from the ends, the difference between wall molecules arriving from upstream and downstream is

$$2\pi r\,\frac{2J}{L}\int_0^\infty z\,p(z)\,dz
=\frac{2\pi r^2J}{L}\int_0^\infty D(z)\,dz. \tag{15}$$

The last step inserts $p=-rD'/2$ and integrates by parts. With $z=2r\sinh u$, one has $D=e^{-2u}$ and $dz=2r\cosh u\,du$, so the integral of $D$ is $r\int_0^\infty(e^{-u}+e^{-3u})\,du=4r/3$. Equating (15) to the transmitted rate $\pi r^2JW$ gives, to leading order in $r/L$,

$$W\simeq\frac{8r}{3L},\qquad
F_c\simeq\frac{3NAL}{8\pi r^3}. \tag{16}$$

The required fluence of a long neck grows as the inverse cube of its radius at fixed $L$ and $A$: two powers come from the opening and one from the transmission. At $L/r=4$ the leading form gives 0.67 instead of 0.357, so it is no substitute for (14) in a neck this short.

For a worked example, take the trimethylaluminium half-cycle of alumina deposition at 473 K, with the precursor alone at 0.10 Torr. A nearly spherical microcavity of radius 10,000 nm lies behind a vent of radius 250 nm and length 1000 nm. Rough typical values are $N=4\ \mathrm{nm^{-2}}$ and $\beta=0.01$; the target is $\theta=0.99$. The area ratio is $A/a=6399$, and

$$F_c=4\times\frac{6399}{0.3567}\ \mathrm{nm^{-2}}
=7.18\times10^4\ \mathrm{nm^{-2}}. \tag{17}$$

At 99% coverage the capture limit is $0.99F_c=7.10\times10^4\ \mathrm{nm^{-2}}$. The logarithmic term adds $4\ln(100)/0.01=1842\ \mathrm{nm^{-2}}$ and the final term removes 4, giving $7.29\times10^4\ \mathrm{nm^{-2}}$. The excess over the capture limit is 2.6%. This agrees with (11): $K=179$, while the right-hand side is 4.65.

The small excess describes the whole dose, not its last moment. At the target, $K(1-\theta)=1.79$, and (7) gives $\eta\simeq1.79/2.79=0.64$, so about a third of the molecules then reaching the cavity escape. The limit remains good because most of the uptake took place earlier, when capture was nearly certain.

To turn fluence into exposure, use the kinetic flux $J=n\bar v/4$, with number density $n=P/(k_BT)$ and mean speed $\bar v=\sqrt{8k_BT/(\pi M)}$ for pressure $P$ and molecular mass $M$. This gives

$$J=\frac{P}{\sqrt{2\pi Mk_BT}},\qquad
Pt=F\sqrt{2\pi Mk_BT}. \tag{18}$$

For a molar mass of 72.1 g/mol, $J=1.90\times10^5\ \mathrm{nm^{-2}\,s^{-1}}$. The full dose corresponds to 0.038 Torr s, or 0.38 s at the chosen pressure. A flat surface with the same sticking needs only $1842\ \mathrm{nm^{-2}}$ for the same coverage, so the cavity takes about 40 times longer. This factor is far below $A/(aW)\simeq1.8\times10^4$ because a flat surface gives each molecule one chance to react and loses most of them, while the cavity gives it many.

The neck is not really saturated when the dose begins. In the capture limit, each molecule caught by the neck removes at most one delivery that a saturated neck would have made. The neck can catch at most $2\pi rLN$ molecules, and replacing that many deliveries takes an extra fluence of at most $2\pi rLN/(aW)$. Relative to $F_c$ this is $2\pi rL/A$, or 0.125% here. The bound does not require the neck to saturate quickly. With saturated neck walls and a perfectly absorbing cavity, the wall flux at the inner end is 0.163 of the outside flux, so 99% saturation there would take roughly $1842/0.163=1.13\times10^4\ \mathrm{nm^{-2}}$, some 16% of the dose.

Other omissions are also small for these conditions. Filling the cavity with gas at the outside pressure would take 0.17% of the number of molecules that the wall takes up. With a rough collision diameter of 0.6 nm, the mean free path is about $3.1\times10^5$ nm, 15 times the cavity diameter, which supports free-molecular flow. A carrier gas that raised the total pressure to 1 Torr would, if its molecules had the same collision diameter and mass as the precursor, reduce the path to about $3\times10^4$ nm, comparable with the cavity, and the assumption would then be doubtful there.

Set beside a real deposition process, the least certain input is the sticking probability. If it were 0.001 with everything else fixed, the excess over the capture limit would rise from 2.6% to 26%. Repeated deposition also changes the geometry from one dose to the next. After a 50 nm film has grown on all surfaces, the vent has radius 200 nm and length 1100 nm, and $W$ falls to 0.292. The delivery term changes by the factor $(250/200)^2(0.3567/0.2921)(9950/10000)^2=1.89$, and the full fluence rises by 87%, to $1.36\times10^5\ \mathrm{nm^{-2}}$. At fixed pressure and target, a dose time set for the first cycle is then too short. Real cavities may also be flat or branched, with slow transport inside them; for these (2) remains a lower bound, but (9) can underestimate the dose by an amount not calculated here. Desorption, readsorbed by-products and depletion of the precursor in the reactor are likewise left out. The numerical output below gives the values to more digits than these rough inputs justify.

## Values computed for the example and the checks

```
TESTS (fluences divided by N, coverage 0.9)
Transmission, L/r=4, integral equation: 0.35666
Transmission, L/r=4, ray tracing: 0.3564
Transmission, L/r=1, integral equation: 0.67199
Capture case L/r=1 R/r=8 beta=1, simulated: 344.7
Capture case, capture-limit formula: 341.5
Mixed case L/r=1 R/r=3 beta=0.2, simulated: 57.11
Mixed case, full formula: 57.45
Mixed case, capture limit alone: 46.84
Open case L=0 R/r=1.25 beta=0.8, simulated: 6.430
Open case, full formula: 6.478
Open case, without final -theta: 7.378
EXAMPLE INPUTS
Neck radius: 250 nm
Neck length: 1000 nm
Cavity radius: 10000 nm
Saturation uptake N (rough): 4.0 nm^-2
Bare-wall sticking beta (rough): 0.010
Target coverage: 0.99
Temperature: 473 K
Precursor pressure: 0.10 Torr
Precursor molar mass: 72.1 g/mol
Collision diameter (rough): 0.6 nm
EXAMPLE RESULTS
Neck opening a: 1.9635e+05 nm^2
Cavity wall area A: 1.2564e+09 nm^2
Area ratio A/a: 6399.0
Neck transmission W: 0.3567
Capture number beta*A/(a*W): 179.4
Initial cavity flux / outside flux: 0.00554
Capture-limit fluence N*A/(a*W): 7.1765e+04 nm^-2
Capture-limit fluence at target: 7.1047e+04 nm^-2
Full-formula fluence at target: 7.2885e+04 nm^-2
Excess over capture limit: 2.59 %
Flat-surface fluence at target: 1842.1 nm^-2
Cavity / flat-surface fluence: 39.6
Outside flux: 1.9022e+05 nm^-2 s^-1
Exposure, capture limit at target: 0.03735 Torr s
Exposure, full formula: 0.03832 Torr s
Dose time, full formula: 0.3832 s
NEGLECTED OR UNCERTAIN EFFECTS
Fluence if beta is 0.001: 8.9464e+04 nm^-2
Excess at that beta: 25.9 %
Bare-neck extra fluence, upper bound: 0.125 %
Inner neck-wall flux / outside flux: 0.163
Neck saturation time / dose, estimate: 0.155
Stored gas / wall uptake, upper size: 0.170 %
Mean free path: 3.062e+05 nm
Mean free path / cavity diameter: 15.3
Film thickness for narrowing estimate: 50 nm
Neck transmission after that film: 0.2921
Fluence after that film: 1.3604e+05 nm^-2
Fluence increase by narrowing: 86.6 %
```
